# Critical electric field and the avalanche integral at two doping levels

## Question

I am estimating breakdown voltages for one-sided junctions in a wide-gap semiconductor. My procedure treats the critical field \(F_c\) as a property of the material, like the gap. I take one value of \(F_c\), let the field at the junction rise until it reaches that value, and read off the voltage from the triangular field profile.

The ionization coefficients of electrons and holes depend on the local field, and the same functions apply at every doping. Doesn't it follow that breakdown sets in at the same peak field in every junction? If not, what does the avalanche integral give for two dopings a factor of ten apart, say \(10^{-8}\) and \(10^{-7}\) Å⁻³, and how wrong is my procedure?

## Answer

It does not follow. The coefficients say how many ionizing events a carrier causes per unit length at a given field. Breakdown requires enough events over the carriers' whole path, so it is a condition on the field profile and not on its highest value alone.

### Field and multiplication

I use atomic units in the algebra and write \(F\) for the magnitude of the force on a carrier. The heavily doped p side lies at \(x<0\), and its share of the voltage is neglected. The n layer at \(x>0\) has uniform, fully ionized doping \(N\) and relative permittivity \(\kappa\). The field points towards \(-x\), so Poisson's equation for its magnitude reads \(dF/dx=-4\pi N/\kappa\). With peak value \(F_m\) at the junction,

\[
F(x)=F_m-sx,\qquad s=\frac{4\pi N}{\kappa},\qquad W=\frac{F_m}{s},\qquad V=\int_0^W F\,dx=\frac{F_m^2}{2s}.
\]

Here \(W\) is the depletion width and \(V\) the potential energy drop. For numbers in eV and Å, \(s\) carries a factor \(e^2=14.40\) eV Å.

Electrons move towards \(+x\) with number flux \(j_n\), holes towards \(-x\) with number flux \(j_p\), both counted positive. Each ionizing event adds one electron and one hole. The electron flux therefore grows along \(+x\) and the hole flux along \(-x\):

\[
\frac{dj_n}{dx}=\alpha_n j_n+\alpha_p j_p=-\frac{dj_p}{dx}.
\]

Hence \(j=j_n+j_p\) is constant. Inserting \(j_p=j-j_n\) gives \(dj_n/dx-(\alpha_n-\alpha_p)j_n=\alpha_p j\). With \(\varphi(x)=\int_0^x(\alpha_n-\alpha_p)\,dx'\), multiplication by \(e^{-\varphi}\) turns the left side into a total derivative:

\[
\frac{d}{dx}\left(j_n e^{-\varphi}\right)=\alpha_p\,j\,e^{-\varphi}.
\]

Let electrons enter at \(x=0\) and no holes enter at \(W\), so that \(j_n(W)=j\). Integration from 0 to \(W\) gives

\[
j e^{-\varphi(W)}-j_n(0)=j\int_0^W\alpha_p e^{-\varphi}dx .
\]

Since \((\alpha_n-\alpha_p)e^{-\varphi}=-d(e^{-\varphi})/dx\), we also have \(e^{-\varphi(W)}=1-\int_0^W(\alpha_n-\alpha_p)e^{-\varphi}dx\). The \(\alpha_p\) terms cancel, leaving

\[
M=\frac{j}{j_n(0)}=\frac{1}{1-I},\qquad I=\int_0^W\alpha_n\,e^{-\varphi(x)}\,dx .
\]

Breakdown is reached at \(I=1\), where a current can persist without injection.

### Why the peak field must rise with doping

Assume that both coefficients are positive for \(F>0\) and increase with field. Let \(u=j_n/j\) be the electron share of the current. At breakdown \(u=1\) at the far edge and \(u=0\) at the junction. If \(t\) is any coordinate running from the far edge to the junction, the flux equation has the form

\[
\frac{du}{dt}=-\left[A(t)\,u+B(t)(1-u)\right],\qquad u(0)=1,
\]

where \(A\) and \(B\) are the electron and hole coefficients per unit of \(t\).

Compare two such problems with \(A_2>A_1\) and \(B_2>B_1\) inside the interval. The difference \(w=u_2-u_1\) obeys

\[
\frac{dw}{dt}=-(A_2-B_2)\,w-\left[(A_2-A_1)u_1+(B_2-B_1)(1-u_1)\right],\qquad w(0)=0 .
\]

While \(0\le u_1\le1\), the square bracket is positive. An integrating factor expresses \(w\) as minus an integral of positive quantities, so \(w<0\). Larger coefficients therefore leave a smaller \(u\) at each later \(t\), so \(u\) reaches zero sooner, whichever carrier ionizes more strongly.

First choose \(t=F\). Since \(dx=-dF/s\), the coefficients are \(A=\alpha_n(F)/s\) and \(B=\alpha_p(F)/s\). Heavier doping raises \(s\) and lowers both. When \(u\) has reached zero in the lightly doped junction, it is still positive in the heavily doped one, which needs a higher field to finish. Thus \(F_c\) increases with \(N\).

Next choose \(t=F/F_c\), which runs from 0 to 1. Now \(A=W\alpha_n(F_ct)\) and \(B=W\alpha_p(F_ct)\). If \(F_c\) rose while \(W\) stayed equal or grew, both coefficients would be larger and \(u\) would vanish before \(t=1\). That contradicts the meaning of \(F_c\), so \(W\) must shrink. Within this family of junctions, the shorter depletion region sustains the higher peak field.

### Equal coefficients: a case to check by hand

For \(\alpha_n=\alpha_p=\alpha\), \(\varphi=0\) and the condition becomes

\[
\int_0^{F_c}\alpha(F)\,dF=s .
\]

Differentiation with respect to \(s\) gives \(\alpha(F_c)\,dF_c/ds=1\). The local exponent is therefore

\[
p=\frac{d\ln F_c}{d\ln s}=\frac{s}{F_c\,\alpha(F_c)} .
\]

Take \(\alpha=a\,e^{-b/F}\). The substitution \(F=F_c/y\), \(dF=-F_c\,dy/y^2\), yields

\[
s=aF_c\int_1^\infty\frac{e^{-(b/F_c)y}}{y^2}\,dy=aF_c\,E_2\!\left(\frac{b}{F_c}\right).
\]

Dropping \(1/y^2\le1\) from the integrand shows that \(E_2(z)<e^{-z}/z\), and hence \(p<F_c/b\). Because \(V=F_c^2/(2s)\), \(d\ln V/d\ln s=2p-1\), so the breakdown voltage falls with doping whenever \(p<1/2\).

Two limits show what a material constant would require. For \(b\gg F_c\) ionization switches on steeply, \(p\) is small, and \(F_c\) varies slowly; this is what makes a single value look plausible. For \(b\to0\), \(\alpha=a\) at every nonzero field, so \(F_c=s/a\) and \(W=1/a\): the constant quantity is then a critical width.

I use round model parameters: \(\kappa=10\), and for electrons \(a=0.02\) Å⁻¹ and \(b=0.20\) eV/Å. For the light doping,

\[
s=\frac{4\pi(14.40)(10^{-8})}{10}=1.81\times10^{-7}\ \text{eV/Å}^2,
\]

and ten times this for the heavy doping. If holes follow the electron law too, the solutions are \(F_c=0.03266\) and \(0.04542\) eV/Å. Inserting them confirms the condition:

\[
0.02\times0.03266\times2.770\times10^{-4}=1.81\times10^{-7},
\]
\[
0.02\times0.04542\times1.992\times10^{-3}=1.81\times10^{-6}.
\]

The exponents are 0.126 and 0.163, below their respective bounds 0.163 and 0.227.

### The two-carrier integral for your dopings

Now give holes their own law, \(a=0.04\) Å⁻¹ and \(b=0.18\) eV/Å. Solving \(I=1\) gives:

| Doping (Å⁻³) | \(F_c\) (eV/Å) | \(W\) (Å) | \(V\) (eV) |
|---|---:|---:|---:|
| \(10^{-8}\) | 0.0297 | 164000 | 2434 |
| \(10^{-7}\) | 0.0409 | 22600 | 462 |

In device units the peak fields are 2.97 and 4.09 MV/cm, and the widths 16.4 and 2.26 micrometres. The peak field rises by a factor 1.377, a mean exponent of 0.139 over the decade, while the width shrinks by \(10/1.377=7.26\). In a numerical scan from \(10^{-8}\) to \(2\times10^{-7}\) Å⁻³, \(F_c\) rose and both \(W\) and \(V\) fell at every step, also with the two ionization laws exchanged. The fall of \(V\) with unequal coefficients is a tested result for these parameters; the argument above does not prove it in general.

### The same peak field in two junctions

Counting events shows directly why the peak value is insufficient. A pair born at \(x\) produces on average

\[
\int_x^W\alpha_n\,dx'+\int_0^x\alpha_p\,dx'
\]

direct offspring: its electron sweeps to the far edge and its hole to the junction. The offspring are born at various places, so the long-run growth factor per generation is the largest eigenvalue \(\lambda\) of this birth process. The summed generations stay finite for \(\lambda<1\), and breakdown is \(\lambda=1\).

Written in the field variable, each path element is \(dF/s\), while the limits depend only on the peak field. At fixed \(F_m\), therefore, \(\lambda\propto1/s\). The field 0.0297 eV/Å gives \(\lambda=1\) in the light junction but \(\lambda=0.100\) in the heavy one, where an injected electron is multiplied by a mere 1.05. Conversely, 0.0409 eV/Å is critical in the heavy junction but would give \(\lambda=10\) in the light one, far beyond breakdown.

### Is it the length or the doping?

Both matter. To see the effect of length alone, keep the light doping but end the layer at a heavily doped n contact, 22600 Å from the junction. The field now ends abruptly at the contact instead of falling to zero within the layer.

At the old critical peak, the cut layer starts with \(u=1\) where the full layer already had \(u<1\). Over the remaining path both obey the same linear equation, so their difference keeps its sign and \(u\) is still positive at the junction. The cut layer has not broken down, and its peak must rise. At fixed doping, the shorter layer does sustain a higher peak field.

The cut layer cannot reach the peak field of the heavy junction, however. With equal widths and equal peaks, its flatter field would be higher everywhere inside, and by the comparison above \(u\) would vanish too soon.

The numbers agree: the critical peak rises from 0.0297 to 0.0310 eV/Å, well short of 0.0409. At the far end the field is still 0.0269 eV/Å. The higher field does not mean a higher voltage: the mean field times 22600 Å gives about 650 eV, against 2434 eV for the full layer. Along this route, shortening alone supplies about 12% of the increase in peak field, and steepening the profile at fixed width supplies the rest. Depletion width thus orders the critical fields of the full triangular profiles, but layers of equal width can still have different critical fields if their profiles differ.

A perfectly flat field is the limit of vanishing doping at fixed thickness. With equal coefficients and thickness \(L\), breakdown is \(\alpha(F_c)L=1\), or

\[
F_c=\frac{b}{\ln(aL)}\qquad(aL>1),
\]

which depends on thickness and contains no doping at all.

### What your procedure gets wrong

Suppose you take \(F_c=0.0297\) eV/Å from the light junction and apply it to the heavy one. Since \(V=F_c^2/(2s)\), you predict 243 eV instead of 462 eV. The true value is \(1.377^2=1.90\) times the prediction, which is 47% too low relative to the true value. The direction of this error is general, but its size belongs to the model ionization laws used here. Measured coefficients of a real material give a different factor, smaller when ionization rises more steeply with field.

The drift resistance of the full triangular design, the usual figure-of-merit reference though not the lowest attainable at a given voltage, is more sensitive. For area-specific resistance \(R=W/(N\mu)\) with mobility \(\mu\), insert \(W=2V/F_c\), \(N=\kappa s/(4\pi)\) and \(s=F_c^2/(2V)\):

\[
R=\frac{2V}{F_c}\,\frac{4\pi}{\kappa\mu}\,\frac{2V}{F_c^2}
=\frac{16\pi V^2}{\kappa\mu F_c^3}.
\]

For a device designed to stand 462 eV, using the light junction's field overestimates \(R\) by \(1.377^3=2.61\), with the same mobility in both estimates. A figure of merit containing \(F_c^3\) should therefore use the critical field belonging to the design being compared.

### Where this treatment stops

The calculation assumes that ionization responds to the local field. A carrier must first gain enough energy to ionize. For a chosen threshold of 5 eV, that takes at least 153 Å at the light junction's peak field and 110 Å at the heavy one's, in the equal-coefficient example. A local coefficient is a reasonable approximation only if \(\alpha\) changes little over such a length, so I compare it with the distance from the junction over which \(\alpha\) falls by a factor \(e\). That point has \(1/F=1/F_c+1/b\), which lies at \(x=WF_c/(b+F_c)\): 25300 Å and 4650 Å. The ratio grows from 0.6% at the light doping to 2.4% at the heavy one. By this measure the local picture is less secure in the heavy junction, but the ratio is not an estimate of the error in \(F_c\), which would need a nonlocal calculation.

Tunnelling, field crowding at edges, and space charge from the avalanche current are also left out, and a change of temperature changes the coefficients themselves. Within these limits, a quoted critical field is useful when its doping and field profile are quoted with it. The material supplies the functions \(\alpha_n(F)\) and \(\alpha_p(F)\); the junction determines which peak field makes their accumulated effect critical. The numerical output below lists the main computed values.

## Computed results

```
INPUTS
relative permittivity: 10
e^2: 14.4 eV A
electron a: 0.02 1/A
electron b: 0.2 eV/A
hole a: 0.04 1/A
hole b: 0.18 eV/A
light doping: 1e-08 1/A^3
heavy doping: 1e-07 1/A^3
light field slope: 1.8095e-07 eV/A^2
heavy field slope: 1.8095e-06 eV/A^2
EQUAL COEFFICIENTS (both carriers use the electron law)
light critical field: 0.032664 eV/A
light b/F: 6.1229
light E2(b/F): 0.00027699
light alpha at peak: 4.3843e-05 1/A
light width: 1.8051e+05 A
light local exponent p: 0.1264
light bound F/b: 0.1633
light 1/e decay length of alpha: 25343 A
light dead space for 5 eV threshold: 153.1 A
heavy critical field: 0.045423 eV/A
heavy b/F: 4.403
heavy E2(b/F): 0.0019918
heavy alpha at peak: 0.0002448 1/A
heavy width: 25102 A
heavy local exponent p: 0.1627
heavy bound F/b: 0.2271
heavy 1/e decay length of alpha: 4646 A
heavy dead space for 5 eV threshold: 110.1 A
TWO-CARRIER INTEGRAL
light critical field: 0.029676 eV/A
light critical field converted: 2.968 MV/cm
light width: 1.64e+05 A
light width converted: 16.4 micrometre
light breakdown energy e*V: 2433.5 eV
light offspring eigenvalue: 1.0000
heavy critical field: 0.040874 eV/A
heavy critical field converted: 4.087 MV/cm
heavy width: 22589 A
heavy width converted: 2.259 micrometre
heavy breakdown energy e*V: 461.65 eV
heavy offspring eigenvalue: 1.0000
critical field ratio heavy/light: 1.3773
mean exponent over the decade: 0.1390
heavy junction at light critical field, eigenvalue: 0.1000
heavy junction at light critical field, M: 1.0513
light junction at heavy critical field, eigenvalue: 10.000
heavy junction at 0.95 of its critical field, M: 2.393
same case, 1/(1-I): 2.393
light layer cut to heavy width, critical field: 0.031033 eV/A
cut layer, field at far end: 0.026945 eV/A
heavy e*V predicted with light critical field: 243.35 eV
true/predicted heavy voltage: 1.8971
predicted/true drift resistance at heavy voltage: 2.6129
```
